Nuclear recoil in hydrogen-like 1s levels to all orders in αZ, part 2

The motion of a nucleus of mass M shifts the 1s level of a hydrogen-like ion. To first order in 1/M and all orders in λ = αZ,

ΔE = (i/2πM) ∫ dω ⟨a| [p − D(ω)] · G(E_a + ω) [p − D(ω)] |a⟩,    (1)

in units ħ = c = m = 1, with m the electron mass and e² = 4πα. The states |n⟩ of h = α·p + β + V, V = −λ/r, have energies ε_n; |a⟩ is the reference state, with energy E_a, and Δ_n = ε_n − E_a. Σ₊ and Σ₋ run over positive and negative levels, and G(E) = Σ_n |n⟩⟨n|/(E − ε_n(1 − i0)). Formula (1) was derived from

H = ∫d³x ψ†(x)[α·p + β + V(x − R) + |e| α·A(x)]ψ(x) + H_γ + H_ee + [P_N − Z|e|A(R)]²/2M.    (2)

Here ψ is the electron field, A the transverse photon field, H_γ the free-photon energy, and R and P_N the nuclear position and momentum; H_ee, of order α, is dropped. The terms of (1) containing D are

ΔE_pD = −(i/2πM) ∫dω ⟨a| D(ω)·G p + p·G D(ω) |a⟩.    (8)

ΔE_DD = (1/2M)·2·(i/2π) ∫dω ⟨a|D(ω)·G D(ω)|a⟩.    (9)

Here D_m(ω) = −4πλ α_l D_lm(ω,r), with

D_lm(ω,r) = ∫d³k/(2π)³ exp(ik·r)(δ_lm − k_l k_m/k²)/(ω² − k² + i0),    (6)

and for ω = iy, with y > 0, x = yr, η(x) = (1 − e^(−x))/x and n the unit vector along r,

D(iy) = λ[ A α + B n(α·n) ],    rA = e^(−x) + η′,    rB = xη″ − η′,    (10)

so that

D(0) = (λ/2r)[α + n(α·n)],    D(iy) − D(0) = −(2/3)λ y α + O(y²r).    (11)

The shift is split:

ΔE = ΔE_L + ΔE_H,    ΔE_L = (1/2M)⟨a| p² − p·D(0) − D(0)·p |a⟩.    (13)

The remainder is

ΔE_H = (i/2πM) ∫dω ⟨a| (D − [p,V]/(ω+i0)) · G (D + [p,V]/(ω+i0)) |a⟩.    (12)

For 1s the ω contour is rotated anticlockwise through the first and third quadrants onto the imaginary axis, and (1) becomes

MΔE = (1/π) ∫₀^∞ dy Σ_n Δ_n |⟨n|p − D(iy)|a⟩|²/(y² + Δ_n²).    (14)

For an excited state the positive levels below E_a have poles just under the negative real axis, in the third quadrant, and their residues must be added; they also supply an imaginary part belonging to the decay. Only levels of opposite parity count, and where such a level lies below a, as 1s lies below 2p₁/₂, formula (1) holds and (14) as written does not. A level of opposite parity degenerate with a, as 2p₁/₂ is with 2s, puts a pole of G at the origin, but its residue in (1) vanishes. From ½{h, α} = p + Vα and i[h, n] = [α − n(α·n)]/r one finds p − D(0) = ½{h, α} + (iλ/2)[h, n], and since α = i[h, r] both terms have zero matrix element between degenerate levels. No p level lies below 2s, so (14) holds for 2s as well.

The integral (1/π)∫₀^∞ Δ dy/(y² + Δ²) = ½ sgn Δ separates (14) into L and H. For the pp term, ½(Σ₊ − Σ₋) = ½Σ_all − Σ₋. In the mixed term write D(iy) = D(0) + [D(iy) − D(0)]; the static piece gives −(Σ₊ − Σ₋) = −Σ_all + 2Σ₋ acting on Re p_an·D_na(0). The complete sums make up MΔE_L. With ΔE_H = λ⁵P/(πM) and P = P_c + P₁ + P₂, what is left is

(λ⁵/π)P_c = −Σ₋|p_an|²,

(λ⁵/π)P₁ = 2Σ₋ Re p_an·D_na(0) − (2/π)∫₀^∞dy Σ_n Δ_n Re p_an·[D(iy) − D(0)]_na/(y² + Δ_n²),    (15)

(λ⁵/π)P₂ = (1/π)∫₀^∞dy Σ_n Δ_n |D_na(iy)|²/(y² + Δ_n²).

These are the Coulomb, one-transverse-photon and two-transverse-photon parts.

The angular reduction uses spinors ψ = (g Ω_κ, i f Ω_−κ) with σ·n Ω_κ = −Ω_−κ and σ·L Ω_κ = −(κ+1)Ω_κ. From σ·p = (σ·n)(σ·n)(σ·p) = −i σ·n(∂_r − σ·L/r) one gets σ·p (gΩ_κ) = i[g′ + (1+κ)g/r]Ω_−κ. For u = rg and v = rf the Dirac equation becomes

(1 + V)u − v′ + κv/r = εu,    u′ + κu/r + (V − 1)v = εv.    (16)

For κ = −1 try u = N√(1+γ) r^γ e^(−λr) and v = −N√(1−γ) r^γ e^(−λr) with γ = √(1 − λ²), so that v/u = −λ/(1+γ). In the second equation the constant terms require −λ = (ε+1)v/u, which gives ε = γ, and the 1/r terms require γ − 1 = λv/u = −(1 − γ²)/(1+γ), which holds. In the first, the constant terms require (1 − ε) + λv/u = 0 and the 1/r terms −λ − (γ+1)v/u = 0, and both hold. Thus E_a = γ. The fractions of the norm in u² and v² are (1+γ)/2 and (1−γ)/2.

A vector operator connects 1s to κ = +1 and κ = −2. The sum over Cartesian components and over the projections of a level n is a rotational scalar, hence independent of the projection of a. Averaged over that projection, the three components contribute equally. The z component conserves the projection, and a rotation by π about the x axis shows that the projections ±½ give the same product. The full sum is therefore three times the z contribution at projection +½. Let χ = Y₀₀(1,0), s = σ·n and c = n_z. Then Ω_−1 = χ and Ω_1 = −sχ. The j = 3/2 spinor √(2/3)Y₁₀(1,0) + √(1/3)Y₁₁(0,1) has components Y₀₀(√2 cosθ, −sinθ e^(iφ)/√2), and since sχ = Y₀₀(cosθ, sinθ e^(iφ)) it equals Ω_−2 = (3c − s)χ/√2. Then Ω_2 = −sΩ_−2 = −(3cs − 1)χ/√2. Solving these relations,

cχ = −Ω_1/3 + (√2/3)Ω_−2,    csχ = Ω_−1/3 − (√2/3)Ω_2.

The ground state is ψ_a = (gχ, −i f sχ). Each result will be written as X_zψ_a = −i Σ_κ (U_κ Ω_κ, i W_κ Ω_−κ), so that the lower component is Σ W_κ Ω_−κ and ⟨n|X_z|a⟩ = −i∫(u_n rU_κ + v_n rW_κ)dr with a real integral.

For p_z = −i∂_z the upper component is −i g′ cχ. The lower is (−i)(−i)∂_z(f s)χ. Writing f s = (f/r)σ·r gives ∂_z(f s) = (f′ − f/r)cs + (f/r)σ_z, and σ_zχ = χ. Collecting terms,

p_z:  U₁ = −g′/3,  W₁ = −(f′ + 2f/r)/3,  U₋₂ = √2 g′/3,  W₋₂ = √2(f′ − f/r)/3.    (17)

For α_z the upper component is σ_z(−i f sχ). The anticommutator σ_z s + sσ_z = 2c gives σ_z sχ = (2c − s)χ = Ω_1/3 + (2√2/3)Ω_−2. The lower component is σ_z gχ = gΩ_−1. For c α·n the upper component is c s(−i f sχ) = −i f cχ, since s² = 1, and the lower is g csχ. Weighting these with λA and λB,

D_z:  U₁ = λf(A − B)/3,  W₁ = λg(A + B/3),  U₋₂ = √2λf(2A + B)/3,  W₋₂ = −√2λgB/3.    (18)

The low-order part follows in closed form. From (17), three times the sum of squares is g′²(1 + 2)/3 + [(f′ + 2f/r)² + 2(f′ − f/r)²]/3. The cross terms 4ff′/r and −4ff′/r cancel, leaving

⟨p²⟩ = ∫r²dr [ g′² + f′² + 2f²/r² ].

Both g and f have the logarithmic derivative (γ−1)/r − λ. With the normalised weight proportional to r^(2γ)e^(−2λr), the gamma-function integrals give ⟨1/r⟩ = λ/γ and I = ⟨1/r²⟩ = 2λ²/[γ(2γ−1)]. So

⟨p²⟩ = (1−γ)²I + 2λ²(1−γ)/γ + λ² + (1−γ)I = (2−γ)[(1−γ)I + λ²/γ] = λ²(2−γ)/[γ(2γ−1)],

where the last step uses 2(1−γ) + (2γ−1) = 1. For the mixed term set A = B = 1/2r in (18): U₁ = 0, W₁ = 2λg/3r, U₋₂ = √2λf/2r, W₋₂ = −√2λg/6r. Three times the sum of products with (17) is

λ[ −(2g/3r)(f′ + 2f/r) + g′f/r − (g/3r)(f′ − f/r) ] = λ[ (g′f − gf′)/r − fg/r² ].

The first bracket vanishes because f/g is constant. In the second, −uv is √(1−γ²)/2 = λ/2 times the normalised weight, so ⟨p·D(0)⟩ = λ(λ/2)I = λ⁴/[γ(2γ−1)], which is real and equal to ⟨D(0)·p⟩. Then

MΔE_L = λ²[(2−γ) − 2(1−γ²)]/[2γ(2γ−1)] = λ²γ(2γ−1)/[2γ(2γ−1)] = λ²/2 = (1 − E_a²)/2.    (19)

This is the shift that the Schrödinger energy −μλ²/2 suffers when the reduced mass μ = 1 − 1/M replaces the electron mass, and for 1s with a point nucleus it is exact for ΔE_L at every λ below √3/2, where the integral I exists. Expanding, ⟨p²⟩/2 = λ²/2 + λ⁴ + … and ⟨p·D(0)⟩ = λ⁴ + …, so the bare kinetic operator is wrong already at order λ⁴, where the magnetic term cancels it. The cancellation rests on the relative sign of p and D found in (8); the opposite sign would leave 2λ⁴. Both matrix elements carry the factor 1/(2γ−1), which comes from r^(2γ−2) at the origin. At λ = √3/2 they cease to exist, and the point-nucleus treatment of the separate terms fails there. Before that point the short-distance region grows in weight and the finite nuclear size gains importance. For a rigid, spherically symmetric extended charge the steps from (2) to (9) go through with V and D folded with the charge distribution, but a real nucleus can also be excited internally, which the Hamiltonian (2) does not describe.

The behaviour of ΔE_H at small λ shows which regions of ω matter. In P_c the negative levels may be replaced by free ones at leading order. For a free state of momentum k and energy −E_k, with E_k = √(1+k²), the Dirac equation of a gives (E_a + E_k)⟨k|a⟩ = ⟨k|V|a⟩, and p is diagonal. For k ≫ λ the Fourier transform of Vψ_a is −4πλψ(0)χ₀/k², with χ₀ a unit spinor having upper components only and ψ(0)² = λ³/π. The projector on negative energy is ½[1 − (α·k + β)/E_k], whose expectation value in χ₀ is (E_k − 1)/2E_k. With E_a ≈ 1,

Σ₋|p|² = (1/2π²)∫k²dk · k² · (16π²λ²/k⁴)(λ³/π)(E_k − 1)/[2E_k(E_k + 1)²] = (8λ⁵/π) J,

J = ∫₀^∞dk (E_k − 1)/[2E_k(E_k+1)²].

The substitution k = sinh τ makes dk/E_k = dτ, and (cosh τ − 1)/(cosh τ + 1)² = ½ tanh²(τ/2) sech²(τ/2). So J = ¼∫tanh²(τ/2)sech²(τ/2)dτ = ¼·2·⅓ = 1/6, and P_c → −4/3. The integrand is small at k ~ λ, so this part comes from momenta of order m. It explains the normalisation λ⁵/π.

The logarithms can be found from leading-order estimates. In P₁ the free negative levels give nothing at this order, because p_an points along k while the Fourier transform of D acting on a constant spinor is transverse to k. For positive levels take y ≪ λ, where yr is small over the atom and the second relation (11) holds. Since α = i[h, r], one has α_na = iΔ_n r_na, which in the non-relativistic limit equals p_na. The second term of P₁, integrated up to Y with λ² ≪ Y, becomes

(4λ/3π) Σ|p_an|² ∫₀^Y yΔ_n dy/(y² + Δ_n²) ≈ (4λ/3π) Σ|p_an|² Δ_n ln(Y/Δ_n).

The Schrödinger sum rule is ΣΔ_n|p_an|² = ½⟨[p,[H,p]]⟩ = ½⟨∇²V⟩ = 2πλψ(0)² = 2λ⁴, and the Bethe logarithm is defined by ΣΔ_n|p_an|² ln(2Δ_n/λ²) = 2λ⁴ ln k₀. The contribution to P₁ is (8/3)[ln(2Y/λ²) − ln k₀]. The linear growth of D(iy) − D(0) stops at y ~ λ, beyond which the difference saturates and the kernel falls as 1/y², so Y ~ λ and P₁ contains −(8/3)ln λ − (8/3)ln k₀. In P₂ take λ ≪ y ≪ 1 and the negative levels, which α reaches from an upper-component spinor with unit strength and for which the kernel is 1/Δ ≈ −½. D is then short-ranged on the atomic scale. Using α_lα_m(δ_lm − k_lk_m/k²) = 2 and ∫d³k/(2π)³ (k² + y²)^(−2) = 1/8πy,

⟨D·D⟩ = ψ(0)²(4πλ)²·2/(8πy) = 4λ⁵/y.

The contribution is (1/π)(−½)(4λ⁵)ln(1/λ), so P₂ contains +2 ln λ. The positive levels in P₂ are reached through α ~ k, their momentum integral is dominated by k ~ 1, and they add to the constant only. The two logarithms combine to −(2/3)ln λ. These are the logarithmic and Bethe-logarithm terms of the Salpeter correction, which for 1s reads P_S = −(2/3)ln λ − (8/3)ln k₀ + (14/3)ln 2 + 62/9 and is followed at the next order by (4 ln 2 − 7/2)πλ. The constant and the next-order term require matching calculations that are not given here, and the numerical values of P below do not use them.

At finite λ the sums over n in (15) were evaluated with a finite basis. The functions u and v were expanded in B-splines of degree 6 and 7 respectively, vanishing at both ends of the interval. With these unequal degrees the lowest positive level in each channel agreed with the exact 2p energy to better than 10⁻⁷ and every negative level lay below −0.999, so no spurious level appeared between them. The knots were 0 and a geometric sequence from 10⁻⁵ to 45/λ with logarithmic step near 0.16, and radial integrals used 12-point Gauss-Legendre quadrature on each interval. The generalised eigenproblem of (16) for κ = +1 and κ = −2 supplied ε_n, u_n and v_n, while the exact 1s functions entered (17) and (18). The y integral was a trapezoidal sum in ln y with step 0.5 from 10⁻⁹ to 10¹⁰. The integrand is analytic in a strip of half-width π/2 about the real ln y axis, so the relative discretisation error is of order exp(−π²/0.5). The Bethe logarithm was obtained in a Schrödinger B-spline basis, in Hartree units, from ln Δ = ∫₀^∞dκ′[1/(1+κ′) − 1/(Δ+κ′)] with one linear solve for each κ′, and is ln k₀ = 2.98413.

For Z = 3, where λ = 0.021892, the result is P_c = −1.2707, P₁ = 9.8150, P₂ = −3.8756 and P = 4.6686. For Z = 6, where λ = 0.043784, it is P_c = −1.2177, P₁ = 8.1574, P₂ = −2.7687 and P = 4.1710. The Coulomb part approaches −4/3 with a deviation of 0.063 and 0.116, close to linear in λ. P₁ is positive and P₂ negative, both growing in size as λ falls, with the signs of the logarithms found above. The Salpeter value and the next-order term are 4.7137 and −0.0500 at Z = 3, and 4.2516 and −0.1001 at Z = 6. What remains of P is 0.0050 and 0.0195, or 10.5λ² and 10.2λ². At Z = 32, where λ = 0.2335, the same two expressions give 3.136 and −0.534, together 2.602, against P = 3.011 found below. The remainder 0.409, or 7.5λ², is 14 per cent of P. The Salpeter value alone lies closer only because the next-order term and the remainder have opposite signs and partly cancel there.

For hydrogen-like Ge³¹⁺ take Z = 32, a point nucleus, and the rounded mass M = 74 u. With 1/α = 137.035999,

λ = 32/137.035999 = 0.2335153,    γ = E_a = 0.9723531,    1 − E_a = 0.0276469.

The mass ratio is m/M = 7.413242×10⁻⁶, and with mc² = 510998.95 eV the energy unit of recoil is

m²c²/M = 7.413242×10⁻⁶ × 510998.95 eV = 3.788159 eV.

The closed forms give ⟨p²⟩ = 0.0610034 and ⟨p·D(0)⟩ = 0.0032370, so that

MΔE_L = 0.0610034/2 − 0.0032370 = 0.0305017 − 0.0032370 = 0.0272647,

which is λ²/2. The kinetic operator alone, 0.0305017, is larger than this by the factor 1.119. In eV,

ΔE_L = 0.0272647 × 3.788159 eV = 0.10328 eV.

The basis calculation gives P_c = −0.9873, P₁ = 4.7803 and P₂ = −0.7819. The unrounded sum is P = 3.0112, the rounded parts adding to 3.0111. A coarser basis, with first knot 10⁻⁴ and logarithmic step near 0.22, gives the same four decimals for P, and P_c formed from ⟨n|[p,V]|a⟩/Δ_n, as in (12), is again −0.9873. With λ⁵/π = 2.21018×10⁻⁴,

MΔE_H = 2.21018×10⁻⁴ × 3.0112 = 6.655×10⁻⁴,    ΔE_H = 6.655×10⁻⁴ × 3.788159 eV = 0.002521 eV,

and ΔE_H/ΔE_L = 0.0244. The total is

MΔE = 0.0272647 + 0.0006655 = 0.027930,    ΔE = 0.1058 eV.

The shift is positive, so the level is less bound than for an infinitely heavy nucleus. The largest part of ΔE_H is the one-transverse-photon term P₁, which by (15) combines retardation with the negative-energy correction to the static exchange; the Coulomb and two-photon parts both reduce it, and together remove a little over a third of it. All energies scale as 1/M, and the true nuclear mass of the isotope differs from 74 u by roughly a tenth of a per cent, so the fourth figure of 0.1058 eV belongs to the model mass and must be rescaled for a real ion. Radiative recoil, which carries an extra factor α at fixed λ, the nuclear-size correction to the recoil and terms of order (m/M)² lie outside (1). The accuracies that follow refer to the recoil part alone; the level itself also needs mass-independent terms such as the self-energy and the static nuclear-size shift, the latter about 0.16 eV for a uniformly charged sphere of rms radius 4.07 fm. For the recoil part, a calculation of the 1s level of this ion that aims at 10 meV can stop at ΔE_L, provided the magnetic term D(0) is kept, since leaving it out costs 0.0032370 × 3.788159 eV, about 12 meV. One that aims at 1 meV needs ΔE_H, for which the expansion in λ already suffices, since its remainder of 0.409 in P amounts to 0.409 × 2.21×10⁻⁴ × 3.788 eV, about 0.3 meV; below that level the ω integral is needed, together with the terms that lie outside (1).
